When the first-order thin-film resistivity law can be trusted

Suppose the resistance of a 30 nm metal film is known and the specularity of its surfaces is to be inferred from it. One must decide whether to invert a one-line thickness correction or to evaluate an angular integral. The one-line law can be close in resistivity and still give a poor specularity, because the whole surface effect is a small difference from the bulk value. The theorem below gives the law, its range and the size of its error.

**Assumptions and notation**

A film fills 0 < z < t and extends without limit along x and y. A weak, steady electric field E points along x. Since a static field has no curl, E does not vary with z. The assumptions are these.

(a) The Fermi surface is a sphere, with speed v and effective mass m. The electrons are degenerate and move semiclassically.

(b) Bulk collisions have one relaxation time τ. The bulk mean free path is L = vτ and the bulk resistivity is ρ₀ = 1/σ₀. Both keep their bulk values inside the film.

(c) Each surface reflects a fraction p of the arriving electrons specularly, whatever their angle. The rest leave diffusely, with no memory of their direction. Energy is conserved at the surface.

(d) There are no grain boundaries, and the thickness is uniform.

Define

k = t/L,  x = 3(1−p)/(8k) = 3L(1−p)/(8t).

The letter x in formulas for the resistivity is this number; as a subscript it marks the current direction. The film conductivity σ is the thickness-averaged current density divided by E, and ρ = 1/σ.

**Theorem**

For k ≥ 2 and 0 ≤ p < 1,

1 + x < ρ/ρ₀ < 1/(1−x).

The first-order law ρ/ρ₀ ≈ 1 + x is therefore too low in this range. Its error relative to the full model value is smaller than x², and x² is at most (3/16)² = 3.5%. For p = 1, x = 0 and ρ = ρ₀.

**Lemma 1: the transport equation**

Write the electron distribution as f = f₀ + g, where f₀(ε) is the equilibrium function and g is linear in E. The electron charge is −e, so the force is −eE. To first order in E the steady Boltzmann equation is

v_z ∂g/∂z − (eE/m) ∂f₀/∂v_x = −g/τ.

Because ε = mv²/2, the chain rule gives ∂f₀/∂v_x = m v_x f₀′, with f₀′ = df₀/dε. Hence

v_z ∂g/∂z + g/τ = eE v_x f₀′.

In the bulk the z-derivative vanishes and g = eEτ v_x f₀′. In the film, set

g = eEτ v_x f₀′ φ(z,u),  u = v_z/v.

The function φ is the local response as a fraction of its bulk value. Substituting, dividing by eE v_x f₀′ and using v_zτ = uL gives

uL ∂φ/∂z + φ = 1.

Now take the boundary at z = 0. Electrons leaving it have u > 0. Their distribution is p times that of the arriving electrons with −u, plus 1−p times an isotropic function at the same energy. Particle conservation fixes this function. The arriving g is proportional to v_x, hence to the cosine of the azimuth about z, and its total flux integrates to zero. The isotropic function is therefore f₀ and adds nothing to g. Specular reflection keeps v_x, so for u > 0

φ(0,u) = p φ(0,−u),  φ(t,−u) = p φ(t,u).

The second condition is the same argument at the upper surface.

**Lemma 2: the conductivity integral**

For u > 0 the general solutions for upward and downward electrons are

φ(z,u) = 1 − A exp[−z/(uL)],
φ(z,−u) = 1 − B exp[−(t−z)/(uL)].

Let q = exp(−k/u), the probability of crossing the film without a bulk collision. The boundary conditions become

1 − A = p(1 − Bq),
1 − B = p(1 − Aq).

Subtracting the second from the first gives B − A = pq(A − B), or (B − A)(1 + pq) = 0. Hence A = B. The first condition then reads 1 − A = p − pqA, so

A = (1−p)/(1−pq).

The thickness average of the exponential is

(1/t) ∫₀ᵗ exp[−z/(uL)] dz = (uL/t)(1−q) = (u/k)(1−q).

The downward exponential has the same average. Both directions therefore have

⟨φ⟩ = 1 − (1−p)(u/k)(1−q)/(1−pq).

The current weights φ by v_x²: one factor v_x comes from the current and one from g. With azimuth α, v_x² = v²(1−u²)cos²α. The azimuthal integral leaves the weight 1−u², and ∫₋₁¹(1−u²)du = 4/3. Normalizing to the bulk,

σ/σ₀ = (3/4) ∫₋₁¹ (1−u²)⟨φ⟩ du.

The two signs of u contribute equally, which turns 3/4 into 3/2 on the interval from 0 to 1. The constant term gives (3/2)(2/3) = 1, and

σ/σ₀ = 1 − [3(1−p)/(2k)] ∫₀¹ (u−u³)(1−q)/(1−pq) du.

This is the Fuchs–Sondheimer conductivity for equal surfaces.

**Lemma 3: the remainder**

Putting the terms over a common denominator shows that

(1−q)/(1−pq) = 1 − (1−p)q/(1−pq).

The first term needs ∫₀¹(u−u³)du = 1/2 − 1/4 = 1/4. Its contribution to σ/σ₀ is −3(1−p)/(8k) = −x. Therefore

σ/σ₀ = 1 − x + R,
R = [3(1−p)²/(2k)] ∫₀¹ (u−u³) q/(1−pq) du.

For p < 1 the integrand is positive inside the interval, so R > 0. The function q/(1−pq) has derivative 1/(1−pq)² and rises with q. Since q < e^(−k) for u < 1, replacing q by e^(−k) gives

0 < R < [3(1−p)²/(8k)] e^(−k)/(1−pe^(−k))
  = x(1−p)e^(−k)/(1−pe^(−k)).

The remainder comes from electrons that reach the second surface before a bulk collision. Adding the losses of two isolated surfaces counts too much loss for them, and R corrects this.

**Proof of the theorem**

Let S = σ/σ₀ = 1 − x + R. For k ≥ 2, x ≤ 3/16, so 1−x is positive. Since R > 0, S > 1−x and

ρ/ρ₀ = 1/S < 1/(1−x).

For the lower bound, subtract the first-order law:

1/S − (1+x) = [1 − (1+x)(1−x+R)]/S
  = [x² − R(1+x)]/S.

It must be shown that R(1+x) < x². By Lemma 3 this holds if

(1−p)e^(−k)(1+x)/(1−pe^(−k)) < x.

Insert x = 3(1−p)/(8k) on the right, divide by 1−p and multiply by k. The condition becomes

H = k e^(−k)(1+x)/(1−pe^(−k)) < 3/8.

For k ≥ 2, each of k e^(−k), 1+x and 1/(1−pe^(−k)) does not increase with k. It is enough to examine k = 2, where

H = 2e^(−2) [1 + 3(1−p)/16]/(1−pe^(−2)).

The sign of dH/dp is that of −3/16 + (19/16)e^(−2) = −0.027, so H is largest at p = 0. There H = 0.271 × 1.1875 = 0.321, which is below 0.375. The lower bound follows.

The shortfall of the law relative to the full value 1/S is

[1/S − (1+x)]/(1/S) = 1 − (1+x)S = x² − R(1+x).

This is positive and smaller than x², which completes the proof. The absolute difference is below 1/(1−x) − (1+x) = x²/(1−x), so ρ/ρ₀ = 1 + x + O(x²) as the film becomes thick.

**Remark 1: what the factor 3/8 counts**

Trace an electron backwards from its present position to its last bulk collision or diffuse reflection. The field has acted on its remembered drift over this path ℓ. The probability of no bulk collision over a length s is e^(−s/L), and each surface encounter supplies a factor p. The mean of ℓ is therefore Lφ. With u_x = v_x/v, averaging over position and direction gives

σ/σ₀ = 3⟨u_x² ℓ⟩/L.

The factor 3 is the inverse of the isotropic average of u_x². A thick film loses, near each surface, part of the path of departing electrons. The affected depth is |u|L, so grazing electrons lose little when averaged over the thickness. At a distance z from the surface they leave, the lost fraction of the path is (1−p)exp[−z/(|u|L)], and its thickness average is (1−p)|u|L/t. The loss in σ/σ₀ is therefore 3⟨u_x²|u|⟩(1−p)/k. Since ⟨u_x²|u|⟩ = (1/2)∫₀¹(1−u²)u du = 1/8, this is 3(1−p)/(8k).

**Remark 2: two different surfaces**

Let the lower and upper specularities be p₁ and p₂. In a thick film, q is exponentially small. The boundary conditions then give A = 1−p₁ and B = 1−p₂, and

σ/σ₀ ≈ 1 − [3/(4k)](1/4)(A+B)
  = 1 − 3[1−(p₁+p₂)/2]/(8k).

To this order the mean specularity replaces p. A finite-difference solution of the transport equation with p₁ = 0.1, p₂ = 0.7 and k = 20 tests this rule: it gives the coefficient 0.375000, against 3/8.

**Remark 3: the opposite limit**

Keep p < 1 fixed and let k tend to zero. Put y = k/u. For small y,

(1−e^(−y))/y ≈ 1 − y/2,
1−pe^(−y) ≈ (1−p)[1 + py/(1−p)].

The average response then becomes

⟨φ⟩ ≈ y/2 + py/(1−p) = (k/u)(1+p)/[2(1−p)].

This holds for u much larger than k. Directions with u < k contribute at most a term of order k, because ⟨φ⟩ lies between 0 and 1. For u > k, the next term in y and the factor u² in the weight also contribute order k. The leading part is

σ/σ₀ ≈ (3/2) ∫ₖ¹ (k/u)(1+p)/[2(1−p)] du
  = [3(1+p)/(4(1−p))] k ln(1/k).

Hence ρ/ρ₀ ≈ 4(1−p)/[3(1+p)k ln(1/k)]. The first-order law grows as 1/k without the logarithm, so it is eventually too high. For p = 0 the first-order law and the full integral (not its thin-film limit) cross at k = 0.095. Near such a crossing a small error is accidental agreement and does not justify the thick-film expansion.

**A 30 nm film**

Take ρ₀ = 5.3 μΩ cm and L = 15 nm, rough values in the regime of clean bcc tungsten near 300 K, with a chosen p = 0.2. Then k = 30/15 = 2 and

x = 3(0.8)/(8×2) = 0.150.

The first-order resistivity is 5.3 × 1.150 = 6.10 μΩ cm. The full integral gives σ/σ₀ = 0.8543, or ρ/ρ₀ = 1.1706 and ρ = 6.20 μΩ cm. The sheet resistance ρ/t is 2.07 Ω per square. The law is 1.8% low relative to the full result, inside the limit x² = 2.3%.

Two tests reach the conductivity by other routes. The finite-difference solution agrees with the integral to the six printed decimals, 0.854288. A Monte Carlo count of the paths in Remark 1 gives 0.8536 with standard error 0.0011.

At fixed L and p, the resistivity ratios for other thicknesses are:

120 nm: law 1.038, full model 1.039, error −0.14%
60 nm: law 1.075, full model 1.081, error −0.55%
15 nm: law 1.300, full model 1.352, error −3.9%
7.5 nm: law 1.600, full model 1.693, error −5.5%

From 120 to 60 nm the error grows about fourfold, as x² does. The last two films have k = 1 and 0.5 and lie outside the theorem.

Now return to the inference of p. If the full model supplied the ratio 1.1706 and the first-order law were inverted, then

1−p = (8k/3)(0.1706) = 0.910,

so p would come out as 0.09 instead of 0.20. A resistivity error of 1.8% has become an error of 0.11 in specularity. Inverting the conductivity form σ/σ₀ ≈ 1−x instead gives

1−p = (8k/3)(1−0.8543) = 0.777,

or p = 0.22. This form omits only R, which is 0.0043 here, whereas expanding its reciprocal to first order also discards x². For quantitative inference at this thickness the full integral is preferable, but the inputs must also be known well. With the measured resistance fixed, a change of 2% in ρ₀ or of 0.5 nm in t shifts the inferred p by about 0.1, and L = 19 nm in place of 15 nm, at the same ρ₀, gives p = 0.36. Such input errors can outweigh the choice of formula.

**Temperature**

For a free-electron sphere of radius k_F, the density is n = k_F³/(3π²) and τ = mL/(ħk_F). The Drude conductivity is

σ₀ = ne²τ/m = e²k_F²L/(3π²ħ).

Thus ρ₀L = 3π²ħ/(e²k_F²), which does not contain τ. At fixed p, t and k_F, the first-order addition ρ₀x = 3ρ₀L(1−p)/(8t) is independent of temperature.

Suppose, for simplicity, that ρ₀ is proportional to absolute temperature between 300 and 400 K, a rise of 33%. The Bloch–Grüneisen formula for phonon scattering, with a Debye temperature between 310 and 400 K, would give 37 to 39%. At 400 K, ρ₀ = 7.07 μΩ cm and L = 11.25 nm. The first-order addition stays at 0.795 μΩ cm. The full addition falls slightly, from 0.904 to 0.884 μΩ cm, because the terms beyond first order depend on L separately. With the proportional law the film resistivity at 400 K is 7.95 μΩ cm; with the steeper rise it would be 8.1 to 8.3 μΩ cm. Tabulated resistivities of pure tungsten rise faster still, by about 44% over this interval, which would give about 8.5 μΩ cm.

**What a real tungsten film changes**

Deposited tungsten can contain small grains, impurities or another crystal phase, and its resistivity can then lie well above the clean bcc value used here. The specularity is a choice for this example, not a property established for tungsten. The following estimates change one assumption at a time and are not to be added together.

Grain boundaries can matter as much as the surfaces. Consider planes normal to the current with mean spacing D and reflection probability r. Treat reflections as independent random events that reverse v_x. With w = |v_x|/v, the mean number in a path s is rws/D. For a Poisson number N of mean μ, the average of (−1)^N is e^(−2μ). The remembered path is then

∫₀^∞ exp(−s/L − 2rws/D) ds = L/(1+2rwL/D),

and, without surface scattering,

σ/σ₀ = 3 ∫₀¹ w²/(1+2rLw/D) dw.

For D = 30 nm and a rough r = 0.3, these random encounters give a resistivity ratio of 1.22, larger than the surface result 1.17. This count is too low for fixed planes shared by all electrons, because it keeps the field uniform. For equally spaced planes the same count gives 1.27, but its current varies along x, which a steady state does not allow. When bulk collisions relax to the local equilibrium, the current is conserved and a potential step forms at each plane. The ratio is then about 1.31, for equal and for random spacing alike. Even fully diffuse surfaces (p = 0) raise the ratio only to 1.22 at this thickness. If grains and surfaces both act, attributing all excess resistivity to the surfaces would give too low a specularity, and with these values a negative one.

The spherical Fermi surface is also a strong simplification, since tungsten has faceted, roughly octahedral sheets. For a general surface with one τ and speed v, the thick-film loss is C(1−p)/k, where

C = ⟨v_x²|v_n|⟩/(v⟨v_x²⟩)

and v_n is the velocity normal to the film. This follows from the fractional path loss (1−p)|v_n|τ/t, weighted by v_x², provided specular reflection preserves v_x and the speed. On a sphere the averages are v³/8 and v²/3, which restores C = 3/8.

An ideal octahedron has eight velocities v(±1,±1,±1)/√3. In a (001) film every |v_n| is v/√3, so C = 0.577. In a (110) film with current along [001], half the facets have |v_n| = 2v/√6 and half have zero, so C = 0.408. With current along [1−10], where −1 is the second index, the facets that carry current have v_n = 0, so C = 0. The first-order increases for the example are 23%, 16% and 0%, against 15% for the sphere. Without the expansion they are 29%, 18% and 0%, against 17%. This flat-faceted caricature shows how far orientation could move the result; it is not a calculation of tungsten's bands.

If 1 nm of metal turns to insulating oxide, with p and L held fixed, the sheet resistance rises by 4.0% to 2.15 Ω per square. The factor 30/29 accounts for 3.4%; the rest is stronger surface scattering in the thinner metal.

Finally, the assumed ρ₀L corresponds to a free-electron k_F of 12.4 nm⁻¹. Hard walls allow normal wave numbers spaced by π/t, giving 118 occupied subbands. The inverse, about 0.8%, indicates the scale of the discreteness at 30 nm but is not a calculated resistivity correction. At 3 nm only about 12 subbands are occupied, and the semiclassical assumption needs separate examination. The numerical output lists the main values for these cases.

Numbers as computed

```
Bulk resistivity (rough input): 5.3 microohm cm
Bulk mean free path (rough input): 15.0 nm
Film thickness: 30.0 nm; specularity: 0.20
Thickness / mean free path k: 2.000
First-order increase x: 0.15000
First-order resistivity ratio: 1.15000
Conductivity ratio, full integral: 0.854288
Conductivity ratio, finite differences: 0.854288
Conductivity ratio, Monte Carlo: 0.85356
Monte Carlo standard error: 0.00105
Remainder R: 0.004288; its upper bound: 0.016692
Resistivity ratio, full integral: 1.17056
Upper limit 1/(1-x): 1.17647
First-order law too low by: 1.757 %
Error limit x^2: 2.250 %
Film resistivity, first order: 6.0950 microohm cm
Film resistivity, full integral: 6.2040 microohm cm
Sheet resistance, full integral: 2.0680 ohm/square
Thickness table, same L and p: first order, full, error
  120.0 nm: 1.0375, 1.0390, -0.14 %
  60.0 nm: 1.0750, 1.0809, -0.55 %
  30.0 nm: 1.1500, 1.1706, -1.76 %
  15.0 nm: 1.3000, 1.3524, -3.87 %
  7.5 nm: 1.6000, 1.6931, -5.50 %
Crossing of law and full model at p=0: k = 0.0950
Unequal-surface test: p = 0.1 and 0.7, k = 20, coefficient = 0.375000
Grain spacing: 30.0 nm; reflection: 0.30
Grain-only resistivity ratio: 1.2221
Octahedron: coefficient replacing 3/8, first-order increase
  (001) film, current [100]: 0.5774, 23.09 %
  (110) film, current [001]: 0.4082, 16.33 %
  (110) film, current [1-10]: 0.0000, 0.00 %
Product rho0*L: 7.950 x 1e-16 ohm m^2
Free-electron kF: 12.370 1/nm
Fermi wavelength: 0.5080 nm
Occupied subbands: 118; inverse: 0.85 %
At 400 K: bulk resistivity 7.0667 microohm cm
At 400 K: mean free path 11.250 nm
At 400 K: film resistivity 7.9511 microohm cm
First-order addition at 300 K: 0.7950 microohm cm
First-order addition at 400 K: 0.7950 microohm cm
Full addition at 300 K: 0.9040 microohm cm
Full addition at 400 K: 0.8844 microohm cm
Metal lost to oxide: 1.0 nm
Sheet resistance after loss: 2.1508 ohm/square
Rise from metal loss: 4.01 %
```
